\section*{Cusp height of circular etch scallops on a sidewall}

\section{Problem}

A deep trench is etched in repeated cycles. Each cycle leaves a hollow, called a scallop, in the sidewall, and neighbouring scallops meet in a sharp ridge, the cusp. In cross-section every scallop is an arc of a circle of radius $R=200$ nm. The pattern repeats every $p=300$ nm in depth.

The cusp height $h$ is the horizontal distance from the deepest point of a scallop to the tip of the ridge. Estimate $h$ by scaling, then show from the full geometry that it is about 68 nm, and explain the difference between the two results. Find also when an etch cycle produces such circles, and how far the height moves when the cycle is less ideal.

The trench is long, so a two-dimensional cross-section suffices. The coordinate $x$ points horizontally from the edge of the mask opening into the solid, and $z$ points down. The circle centres lie on the vertical line $x=0$, at depths $z_n=np$ with integer $n$. Radius and pitch are the same for all scallops. Only lengths enter, and they are given in nanometres.

\section{First estimate by scaling}

The two lengths $R$ and $p$ fix the profile, so $h$ must be $R$ times a function of $p/R$. For a shallow scallop this function follows from the way an arc bends.

At the deepest point of a scallop the wall is vertical. At a small vertical distance $s$ from that point, the wall has turned by an angle of about $s/R$, because a circle turns by one radian per length $R$. For small angles the horizontal displacement per unit depth equals this angle. The ridge lies half a pitch away, so
\begin{equation}
h_0=\int_0^{p/2}\frac{s}{R}\,ds
=\frac{1}{2R}\left(\frac p2\right)^2=\frac{p^2}{8R}.
\label{eq:shallow}
\end{equation}
The height grows as the square of the pitch and falls inversely with the radius. For the given lengths,
\begin{equation}
h_0=\frac{(300\ \mathrm{nm})^2}{8\times 200\ \mathrm{nm}}=56.25\ \mathrm{nm}.
\end{equation}
The angle assumed small reaches $s/R=150/200=0.75$ rad at the ridge in this estimate; the true angle of the circle there is $\arcsin 0.75=0.85$ rad. That is not small, so the estimate gives the right size but cannot be trusted to ten per cent.

\section{Exact solution}

\subsection{Why the wall consists of circular arcs}

Consider a cycle with three parts. First, a thin film protects all surfaces. Second, ions travelling straight down clear the film from the floor beneath the mask opening and dig a slot of depth $d$, whose side stays protected. Third, the cleared floor is etched at equal speed in all directions, over a distance $R$. The film was laid down before the slot side existed, so the protection of that side is an extra assumption; it is dropped in a later section.

The third part removes the solid points that lie within $R$ of the cleared floor. The floor occupies $x\le 0$, so for a point with $x>0$ the nearest floor point is the floor edge at $x=0$. The region removed beyond the mask edge is therefore half of a disc of radius $R$, centred on that edge. Since the mask confines the ions in every cycle, all these centres lie on $x=0$.

The third part also lowers the floor by $R$, and the next slot lowers it by $d$. The distance between successive centres is
\begin{equation}
p=R+d,\qquad d=300-200=100\ \mathrm{nm}.
\label{eq:pitch}
\end{equation}

One point remains to be checked. The film in the previous cavity stops the etch, so that cavity might shield some solid from the new front. Let $F$ be the new floor edge and $C$ the previous centre, a distance $p>R$ above it. Follow a straight line from $F$ along a unit vector $\mathbf u$. After a distance $s$ it meets the old circle if
\begin{equation}
|s\mathbf u-\mathbf c|^2=R^2,\qquad \mathbf c=\overrightarrow{FC},\quad |\mathbf c|=p .
\end{equation}
Expanding the square gives
\begin{equation}
s^2-2s\,\mathbf u\cdot\mathbf c+p^2-R^2=0 .
\end{equation}
The product of the two roots is the constant term, so the distances of entry and exit obey $s_1s_2=p^2-R^2$. The exit distance $s_2$ is the larger root, hence
\begin{equation}
s_2\ge\sqrt{s_1s_2}=\sqrt{p^2-R^2}.
\end{equation}
A shielded point lies beyond the exit. If the right-hand side is at least $R$, such a point is out of reach anyway. The old cavity therefore shields nothing within reach if
\begin{equation}
p^2-R^2\ge R^2\quad\Longleftrightarrow\quad p\ge\sqrt2\,R .
\label{eq:shield}
\end{equation}
Here $\sqrt{p^2-R^2}=223.6$ nm exceeds 200 nm, or equivalently 300 nm exceeds $\sqrt2R=282.8$ nm. The cavity before the previous one is at least $2p-R=400$ nm away and plays no part.

The condition concerns the cycle, not the geometry of given circles. With $R=200$ nm and $p=250$ nm, a search on a 1 nm grid finds 103 solid points that are within reach but shielded. For $p=300$ nm it finds none. Shielded here means hidden along a straight line. An etch front can also bend round the old cavity. At the shorter pitch the shortest way to the ridge tip is then 200.4 nm instead of 200 nm, so the cycle leaves only a sliver, less than 1 nm thick, that full circles would remove. The condition is therefore sufficient for full circles. Below it the departure grows gradually: the height exceeds that of full circles by about 0.3 nm at $p=250$ nm and by about 5 nm at the shortest possible pitch, $p=R$.

\subsection{Where neighbouring arcs meet}

The cavity is the union of the discs. At a given depth the wall lies where the farthest-reaching disc ends:
\begin{equation}
x(z)=\max_n\sqrt{R^2-(z-np)^2},
\label{eq:wall}
\end{equation}
where only discs that reach the depth $z$ are included. The root is largest for the smallest $|z-np|$, so each piece of wall belongs to the nearest centre. Between the centres at $z=0$ and $z=p$ the change takes place at equal distance from both, at $z=p/2$.

From $z=0$ to $z=p/2$ the wall follows the upper circle, and $x$ falls steadily from $R$. From $z=p/2$ to $z=p$ it follows the lower circle, and $x$ rises back to $R$. The minimum at $z=p/2$ is the tip of the ridge.

\subsection{The height}

A right triangle connects the upper centre, the point on $x=0$ at half pitch, and the tip. Its hypotenuse is $R$, its vertical leg is $p/2$, and its horizontal leg is the tip position $x_c$. Thus
\begin{equation}
x_c^2+\left(\frac p2\right)^2=R^2
\quad\Longrightarrow\quad
x_c=\sqrt{R^2-\frac{p^2}{4}} .
\end{equation}
The positive root applies because the solid lies at $x>0$. The deepest point of the scallop is at $x=R$, so
\begin{equation}
h=R-x_c=R-\sqrt{R^2-\frac{p^2}{4}},\qquad p<2R .
\label{eq:height}
\end{equation}
With the given lengths,
\begin{align}
x_c&=\sqrt{40000-22500}\ \mathrm{nm}=\sqrt{17500}\ \mathrm{nm}=132.29\ \mathrm{nm},\\
h&=200-132.29=67.71\ \mathrm{nm}\approx 68\ \mathrm{nm}.
\end{align}
This is the required result. The ridge height is about one third of the radius.

The cycle itself was also simulated, by removing all grid points within 200 nm of the cleared floor and then digging a protected slot of 100 nm, three times over. On a 1 nm grid the pitch came out as 300 nm and the height as 68 nm. The simulation leaves out shielding, which is absent here by condition (\ref{eq:shield}).

\subsection{Shape of the tip and the limit of separate circles}

Let $\varphi$ be the angle between the wall and the vertical at the tip. A circle's tangent is perpendicular to its radius, so $\varphi$ is also the angle between the radius to the tip and the horizontal. The triangle gives $\sin\varphi=p/(2R)=0.75$. Each flank makes an angle $90^\circ-\varphi$ with the horizontal line running from the tip into the solid. The full angle of the solid tip is
\begin{equation}
180^\circ-2\varphi=180^\circ-2\arcsin\frac{p}{2R}=82.8^\circ .
\end{equation}
The ridge is thus slightly sharper than a right angle.

As $p$ approaches $2R$, the tip moves towards the mask edge and $x_c$ goes to zero. For $p>2R$ the circles no longer overlap. The wall then returns to $x=0$ and stays there over a length $p-2R$, so the height is $h=R$, independent of pitch. For example, $p=450$ nm gives $h=200$ nm with a flat land of 50 nm. Equation (\ref{eq:height}) must not be used there, since its root becomes imaginary.

\section{Comparison of the two results}

\subsection{The size of the error}

The estimate is 56.25 nm and the exact height is 67.71 nm, so the estimate is 16.9\% too low relative to the exact value. The sign follows from the slope of the wall. On a circle the horizontal displacement per unit depth has magnitude $s/\sqrt{R^2-s^2}$, which is larger than the value $s/R$ used in the estimate.

The size of the error has a simple closed form. Write (\ref{eq:height}) as $R-h=\sqrt{R^2-p^2/4}$ and square both sides:
\begin{align}
R^2-2Rh+h^2&=R^2-\frac{p^2}{4},\\
2Rh-h^2&=\frac{p^2}{4}.
\end{align}
Division by $2Rh$ gives
\begin{equation}
1-\frac{h}{2R}=\frac{p^2}{8Rh}=\frac{h_0}{h}.
\label{eq:error}
\end{equation}
The relative shortfall of the estimate is therefore $h/(2R)$. With $h/R=0.339$ it is 0.169, as found.

Equation (\ref{eq:error}) also tells when the estimate is good enough. Let the permitted shortfall be $\varepsilon$, so that $h=2\varepsilon R$. Substitution into $p^2/4=h(2R-h)$ gives
\begin{equation}
\frac{p^2}{4}=4\varepsilon(1-\varepsilon)R^2
\quad\Longrightarrow\quad
p=4R\sqrt{\varepsilon(1-\varepsilon)} .
\end{equation}
For $\varepsilon=0.05$ this is $p=0.87R$, or about 174 nm at $R=200$ nm. At shorter pitches the shallow formula is within 5\% of the exact height of given circles. The cycle described above does not reach this range, since $p=R+d\ge R$. Where it produces full circles, $p\ge\sqrt2R$, the shortfall is at least 14.6\%.

\subsection{How the height responds to radius and pitch}

The scaling law says that $h$ varies as $p^2R^{-1}$. To see how this changes for deep scallops, differentiate (\ref{eq:height}):
\begin{align}
\left.\frac{\partial h}{\partial p}\right|_R
&=-\frac{1}{2x_c}\left(-\frac p2\right)=\frac{p}{4x_c}=0.567,\\
\left.\frac{\partial h}{\partial R}\right|_p
&=1-\frac{2R}{2x_c}=1-\frac{R}{x_c}=-0.512 .
\end{align}
A longer pitch raises the ridge. A larger radius at fixed pitch lowers it, because the arcs become flatter over the same depth.

The local power of $R$ is the relative change of $h$ divided by the relative change of $R$:
\begin{equation}
\frac{R}{h}\left.\frac{\partial h}{\partial R}\right|_p
=\frac{R}{R-x_c}\,\frac{x_c-R}{x_c}=-\frac{R}{x_c}=-1.51 .
\end{equation}
For the pitch, $p^2/4=R^2-x_c^2=(R-x_c)(R+x_c)$ gives
\begin{equation}
\frac{p}{h}\left.\frac{\partial h}{\partial p}\right|_R
=\frac{p^2}{4x_c(R-x_c)}=\frac{R+x_c}{x_c}=1+\frac{R}{x_c}=2.51 .
\end{equation}
For shallow scallops $x_c\to R$, and the powers become $-1$ and $2$, as in the scaling law. In the example both are larger in magnitude. Their sum is 1 in either case, as it must be: if all lengths are doubled, the height doubles.

In the cycle described above, $R$ and $p$ are not independent. A longer isotropic part at fixed slot depth $d$ raises both equally, since $p=R+d$. The response is then
\begin{equation}
\left.\frac{\partial h}{\partial R}\right|_d
=\left.\frac{\partial h}{\partial R}\right|_p
+\left.\frac{\partial h}{\partial p}\right|_R
=-0.512+0.567=0.055 .
\end{equation}
The two effects nearly cancel at these lengths. Lengthening the isotropic part alone hardly changes the ridge height, whereas a deeper slot at fixed $R$ raises it by 0.567 nm per nanometre.

\section{Less ideal cycles}

\subsection{An unprotected slot side}

Suppose that the side of the slot has no film during the isotropic part. The etch then starts from a vertical line of length $d$ as well as from the floor. Without shielding, each scallop consists of a straight vertical piece of length $d$ between two arcs of radius $R$. The facing arcs of neighbouring scallops have centres only $p-d$ apart, and the triangle gives
\begin{equation}
h_{\rm low}=R-\sqrt{R^2-\frac{(p-d)^2}{4}}
=200-\sqrt{40000-10000}=26.8\ \mathrm{nm}.
\end{equation}

This is a lower bound for the bare slot, not its height. The lower end of the previous cavity is level with the top of the new slot, so it can shield solid from the front that starts there. Shielding leaves more solid and lets the ridge protrude further. The deepest part of the scallop is unaffected, because it is reached along horizontal lines from the slot side, which pass below the old cavity.

An upper bound follows as well. The floor edge still removes its full disc, so the ridge cannot protrude further than with a protected slot. The height therefore lies between 26.8 and 67.7 nm. Loss of the film can thus lower the height by at most 40.9 nm.

A front that bends round the old cavity fixes the value between these bounds. The top of the slot is the lowest point of the old circle. From there the front creeps along the old wall over an arc of length $R$, that is, through one radian. A point lower on the slot does no better. Its path to the wall point at angle $\theta$ from the bottom runs along a tangent of length $R\tan\alpha$ and then along an arc $R(\theta-\alpha)$, which is longer than $R\theta$ because $\tan\alpha>\alpha$; a straight path to a visible wall point is likewise longer than the arc. The tip therefore lies at $x=R\sin 1$, and
\begin{equation}
h_{\rm bare}=R(1-\sin 1)=31.7\ \mathrm{nm},
\end{equation}
close to the lower bound and 36.0 nm below the protected case.

\subsection{A blunt tip}

Let the tip be rounded to a radius $\rho$, with the rounding circle inside the solid and touching both arcs. Touching from outside means that its centre lies at distance $R+\rho$ from both scallop centres. That centre is at half pitch, at $x=\sqrt{(R+\rho)^2-p^2/4}$, and the new tip lies a distance $\rho$ nearer the opening. Subtracting the tip position from $R$ gives
\begin{equation}
h_\rho=R+\rho-\sqrt{(R+\rho)^2-\frac{p^2}{4}} .
\end{equation}
For $\rho=10$ nm,
\begin{equation}
h_\rho=210-\sqrt{44100-22500}=63.0\ \mathrm{nm},
\end{equation}
a loss of 4.7 nm. A disc of radius 10 nm rolled numerically inside the solid ridge gives the same height.

The same expression describes a different process: a further uniform removal of thickness $\rho$ from the finished wall. Each radius grows to $R+\rho$ while the centres stay in place. The ridge stays sharp but loses height. Uniform removal therefore smooths the wall slowly, here by 4.7 nm for 10 nm removed.

\subsection{Changes of pitch and radius}

If the pitch of all scallops changes by $\pm5\%$ at fixed radius, the height becomes 76.7 or 59.7 nm. If instead the radius changes by $\pm5\%$ at fixed pitch, it becomes 63.0 or 73.4 nm. A relative error in the pitch thus counts for more than the same relative error in the radius, in line with the powers 2.51 and $-1.51$.

\section{The result beside real etching}

The lengths are round model parameters in the rough regime of time-multiplexed deep reactive-ion etching, which alternates protection and etching and leaves scallops of tens to hundreds of nanometres. The pitch of 300 nm lies within that range. No material is specified, because the result depends on geometry alone.

Real cycles do not separate the three parts so cleanly. Ions also arrive while the floor is being etched, so the attack is not equally fast in all directions, and the film on the slot side may be incomplete. Complete loss of that film would lower the height from 67.7 nm to 31.7 nm, if the rest of the model holds. In deep, narrow trenches the supply of reactants also weakens with depth, so radius and pitch can drift. The size of this drift is not modelled here. The 5\% changes above only show how the height responds when one of the two lengths changes alone; if both fall together at fixed $d$, their effects nearly cancel at these lengths. Nothing holds $d$ fixed in a real trench, however, and if $R$ and $d$ both fall by 5\% the height falls by 5\% as well, to 64.3 nm.

A smoother wall can be obtained by shortening the whole cycle. If $R$ and $d$ are both halved, $p$ is halved too, and the height falls to about 34 nm. The same trench depth then needs twice as many cycles. This rule assumes that the ratio $d/R$ stays fixed and that the scallops remain circular. The numerical output below lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
scallop radius R: 200 nm
pitch p: 300 nm
half pitch: 150 nm
directional slot depth d = p - R: 100 nm
R^2: 40000 nm^2
(p/2)^2: 22500 nm^2
difference of squares: 17500 nm^2
ridge tip position x_c: 132.29 nm
cusp height h, formula: 67.71 nm
cusp height, explicit arcs: 67.71 nm
cusp height, simulated cycles (1 nm grid): 68 nm
pitch, simulated cycles: 300 nm
ratio h/R: 0.339
height for separate circles, p = 450 nm: 200.0 nm
limiting pitch sqrt(2) R: 282.8 nm
tangent length: 223.6 nm
shielded grid points, p = 300 nm: 0
shielded grid points, p = 250 nm: 103
shallow-arc estimate p^2/(8R): 56.25 nm
shallow-arc error: -16.9 %
slope dh/dp: 0.567 (finite difference 0.567)
slope dh/dR: -0.512 (finite difference -0.513)
full angle of solid tip: 82.8 degrees
bare slot side, lower bound on height: 26.79 nm
bare slot side, simulated without shielding: 27 nm
tip radius or extra uniform removal: 10 nm
height with it, formula: 63.03 nm
height with blunt tip, rolled disc: 63.03 nm
height lost to blunt tip: 4.68 nm
height with pitch +5%: 76.7 nm
height with pitch -5%: 59.7 nm
height with radius +5%: 63.0 nm
height with radius -5%: 73.4 nm
\end{verbatim}
